**Smallest umklapp phonon in a monovalent bcc metal**

For a free-electron sphere of radius $k_F$ and shortest reciprocal lattice vector $\mathbf G_{110}$, the smallest umklapp phonon wavevector is $q_{\min}=|\mathbf G_{110}|-2k_F=0.222\,q_D$, where $q_D$ is the Debye wavevector. The program asserts the sizes of the Fermi and Debye spheres by counting the wavevectors of a finite periodic crystal. It reduces 40000 random Fermi-surface transitions to the first zone, asserts that no umklapp transition lies below the bound, and finds the same minimum, $1.0902/a$ with $a$ the cubic edge, by numerical search. It also asserts the thermal weight of absorption and emission by integrating Fermi functions, the [110] sound speeds from the full elastic tensor, and the largest tilt of $\mathbf q$ by a scan. For potassium with rough inputs the output gives $q_{\min}=0.21$ Å⁻¹ and threshold phonon energies equivalent to about 11, 28 and 43 K for the three branches. The last lines of the output size the neglected effects, each of which shifts $q_{\min}$ or the phonon energy by less than 5 %.

## Verification by program

```python
"""
Result under test: in a monovalent bcc free-electron metal the smallest
umklapp phonon wavevector is q_min = |G_110| - 2 k_F = 0.222 q_D.
a: cubic edge; k_F: Fermi wavevector; q_D: Debye wavevector (one q per atom);
G: reciprocal lattice vector; K = k' - k = q + G: electron wavevector change.
Geometry is done in units of 1/a, the potassium example in eV and angstrom.
Elastic constants and lattice edge of potassium are rough typical values.
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize
from scipy.special import expit

# ---------- derived formulas, units of 1/a ----------
kf = (6 * np.pi**2) ** (1 / 3)
qd = (12 * np.pi**2) ** (1 / 3)
g110 = 2 * np.pi * np.sqrt(2)
qmin = g110 - 2 * kf
ratio = 2**1.5 * np.pi / (12 * np.pi**2) ** (1 / 3) - 2 ** (2 / 3)

# ---------- reciprocal lattice from the direct primitive vectors ----------
direct = 0.5 * np.array([[-1, 1, 1], [1, -1, 1], [1, 1, -1]], float)
recip = 2 * np.pi * np.linalg.inv(direct).T
g_all = np.array(list(itertools.product(range(-2, 3), repeat=3))) @ recip
g_len = np.linalg.norm(g_all, axis=1)
g_nonzero = g_all[g_len > 1e-9]
lengths = np.unique(np.round(g_len[g_len > 1e-9], 8))
assert abs(lengths[0] - g110) < 1e-7
assert np.sum(abs(g_len - g110) < 1e-7) == 12

# ---------- count wavevectors of a periodic crystal with N^3 atoms ----------
N = 40
axis = np.arange(-N, N + 1)
mesh = np.stack(np.meshgrid(axis, axis, axis, indexing="ij"), -1).reshape(-1, 3)
mesh_len = np.linalg.norm(mesh @ recip / N, axis=1)
electrons_per_atom = 2 * np.sum(mesh_len < kf) / N**3
modes_per_atom = np.sum(mesh_len < qd) / N**3
assert abs(electrons_per_atom - 1) < 0.005  # finite mesh: surface roughness
assert abs(modes_per_atom - 1) < 0.005

# ---------- random transitions on the Fermi sphere, reduced to first zone ----
rng = np.random.default_rng(7)
pairs = rng.normal(size=(40000, 2, 3))
pairs /= np.linalg.norm(pairs, axis=2, keepdims=True)
change = kf * (pairs[:, 1] - pairs[:, 0])
dist2 = (np.sum(change**2, axis=1)[:, None] - 2 * change @ g_all.T
         + g_len[None, :] ** 2)
nearest = np.argmin(dist2, axis=1)
umklapp = g_len[nearest] > 1e-9
q_sample = np.sqrt(dist2[np.arange(len(change)), nearest])
assert umklapp.any() and q_sample[umklapp].min() >= qmin - 1e-9
best = np.flatnonzero(umklapp)[np.argmin(q_sample[umklapp])]


def unit_pair(flat):
    vectors = flat.reshape(2, 3)
    return vectors / np.linalg.norm(vectors, axis=1, keepdims=True)


def umklapp_length(flat):
    u = unit_pair(flat)
    return np.linalg.norm(kf * (u[1] - u[0]) - g_nonzero, axis=1).min()


search = minimize(umklapp_length, pairs[best].ravel(), method="BFGS")
q_found = search.fun
end_pair = unit_pair(search.x)
assert abs(q_found - qmin) < 1e-5
assert abs(end_pair[0] @ end_pair[1] + 1) < 1e-4
end_change = kf * (end_pair[1] - end_pair[0])
end_g = g_all[np.argmin(np.linalg.norm(end_change - g_all, axis=1))]
assert abs(np.linalg.norm(end_g) - g110) < 1e-7
assert abs(q_found / qd - ratio) < 1e-5

# ---------- potassium: electrons ----------
edge = 5.2                                # angstrom, rough
c11, c12, c44 = 4.2, 3.4, 2.9             # GPa, rough
mass_number = 39.1                        # atomic mass units
kB = const.k / const.e                    # eV/K
h2m = const.hbar**2 / (2 * const.m_e) / const.e * 1e20   # eV angstrom^2
kf_A, qd_A, g_A, qmin_A = (x / edge for x in (kf, qd, g110, qmin))
fermi_energy = h2m * kf_A**2
v_fermi = const.hbar * kf_A * 1e10 / const.m_e
density = 2 * mass_number * const.atomic_mass / (edge * 1e-10) ** 3

# ---------- potassium: sound waves from the full elastic tensor ----------
d = np.eye(3)
same = np.zeros((3, 3, 3, 3))
for i in range(3):
    same[i, i, i, i] = 1
stiff = (c12 * np.einsum("ij,kl->ijkl", d, d)
         + c44 * (np.einsum("ik,jl->ijkl", d, d)
                  + np.einsum("il,jk->ijkl", d, d))
         + (c11 - c12 - 2 * c44) * same)


def sound(directions):
    """Speeds in m/s (ascending) and polarizations for unit directions."""
    matrix = np.einsum("ijkl,...j,...l->...ik", stiff, directions, directions)
    moduli, polar = np.linalg.eigh(matrix)
    return np.sqrt(moduli * 1e9 / density), polar


def phonon_energy(speed, q_per_A):
    return const.hbar * speed * q_per_A * 1e10 / const.e


g_hat = np.array([1, 1, 0]) / np.sqrt(2)
t_hat = np.array([1, -1, 0]) / np.sqrt(2)
speeds = sound(g_hat)[0]
closed = np.array([(c11 - c12) / 2, c44, (c11 + c12 + 2 * c44) / 2])
assert np.allclose(speeds**2 * density / 1e9, closed, rtol=1e-10)
energies = phonon_energy(speeds, qmin_A)


def debye_speed(n_theta):
    z, w = np.polynomial.legendre.leggauss(n_theta)
    phi = 2 * np.pi * (np.arange(2 * n_theta) + 0.5) / (2 * n_theta)
    zz, pp = np.meshgrid(z, phi, indexing="ij")
    s = np.sqrt(1 - zz**2)
    v = sound(np.stack([s * np.cos(pp), s * np.sin(pp), zz], -1))[0]
    inverse_cube = np.mean(v**-3.0, axis=2).mean(axis=1) @ w / 2
    return inverse_cube ** (-1 / 3)


c_debye = debye_speed(80)
assert abs(debye_speed(50) / c_debye - 1) < 1e-3
theta_debye = phonon_energy(c_debye, qd_A) / kB
onset_debye = phonon_energy(c_debye, q_found / edge) / kB
assert abs(onset_debye / theta_debye - ratio) < 1e-5

# ---------- thermal weight of absorption and emission ----------


def weight(x):
    return x**2 * np.exp(-x) / (-np.expm1(-x)) ** 2


for x in (0.5, 2.0, 5.0):
    bose = 1 / np.expm1(x)
    absorb = quad(lambda e: expit(-e) * expit(e + x), -45, 45,
                  points=[-x, 0], limit=200)[0]
    emit = quad(lambda e: expit(-e) * expit(e - x), -45, 45,
                points=[0, x], limit=200)[0]
    assert abs(absorb * bose * x / weight(x) - 1) < 1e-7
    assert abs(emit * (bose + 1) * x / weight(x) - 1) < 1e-7
assert abs(weight(0.01) - 1) < 1e-4

# ---------- transverse coupling just above the threshold ----------
polar_at_threshold = sound(g_hat)[1]
k_threshold = (g110 - qmin) * g_hat
assert np.all(abs(polar_at_threshold[:, :2].T @ k_threshold) < 1e-9)
tilt_rows = []
for excess in (0.01, 0.05):
    q = (1 + excess) * qmin
    tilt = np.arccos((g110**2 + q**2 - 4 * kf**2) / (2 * g110 * q))
    angles = np.linspace(0, np.pi / 2, 100001)
    trial = (g110 * g_hat - q * (np.cos(angles)[:, None] * g_hat
                                 + np.sin(angles)[:, None] * t_hat))
    allowed = np.linalg.norm(trial, axis=1) <= 2 * kf
    assert abs(angles[allowed].max() - tilt) < 5e-5
    q_dir = -(np.cos(tilt) * g_hat + np.sin(tilt) * t_hat)
    k_change = g110 * g_hat + q * q_dir
    v, polar = sound(q_dir)
    coupling = abs(polar[:, 0] @ k_change) / np.linalg.norm(k_change)
    assert coupling > 0.01
    tilt_rows.append((100 * excess, np.degrees(tilt), coupling,
                      phonon_energy(v[0], q / edge) / kB))

# ---------- sizes of the other neglected effects ----------
bulge = 0.002                             # fractional, rough
bulge_shift = 1 - (g110 - 2 * kf * (1 + bulge)) / qmin
phase = np.pi / 2 * qmin / (g110 / 2)
bend = 1 - np.sin(phase) / phase


def inelastic_balance(q):
    k_final = np.sqrt(kf_A**2 + phonon_energy(speeds[2], q) / h2m)
    return q - (g_A - kf_A - k_final)


q_inelastic = brentq(inelastic_balance, 0.5 * qmin_A, qmin_A)
inelastic_shift = 1 - q_inelastic / qmin_A
assert abs(inelastic_shift / (speeds[2] / v_fermi) - 1) < 0.02


def thermal_shift(temperature):
    return 2 * kf * (np.sqrt(1 + kB * temperature / fermi_energy) - 1) / qmin


# ---------- printed numbers ----------
print("GEOMETRY, units of 1/a")
print(f"k_F = {kf:.4f}, 2 k_F = {2*kf:.4f}, q_D = {qd:.4f}")
print(f"|G_110| = {g110:.4f}, half = {g110/2:.4f}")
print(f"next |G| = {lengths[1]:.4f}, its bound = {lengths[1]-2*kf:.4f}")
print(f"q_min formula = {qmin:.4f}, numerical search = {q_found:.4f}")
print(f"|G_110|/q_D = {g110/qd:.4f}, 2k_F/q_D = {2*kf/qd:.4f}")
print(f"q_min/q_D = {ratio:.4f}")
print(f"counted electrons per atom in Fermi sphere = {electrons_per_atom:.4f}")
print(f"counted q per atom in Debye sphere = {modes_per_atom:.4f}")
print(f"random transitions = {len(change)}, umklapp = {umklapp.sum()}")
print(f"smallest random umklapp q = {q_sample[umklapp].min():.4f}")
print("POTASSIUM, rough inputs")
print(f"a = {edge} angstrom, atomic mass = {mass_number} u")
print(f"C11, C12, C44 = {c11}, {c12}, {c44} GPa")
print(f"density from a and mass = {density:.0f} kg/m^3")
print(f"k_F = {kf_A:.4f}, q_D = {qd_A:.4f} 1/angstrom")
print(f"|G_110| = {g_A:.4f} 1/angstrom")
print(f"q_min = {qmin_A:.4f} 1/angstrom = {10*qmin_A:.3f} 1/nm")
print(f"phonon wavelength at q_min = {2*np.pi/qmin_A:.1f} angstrom")
print(f"Fermi energy = {fermi_energy:.3f} eV")
print("PHONONS AT q_min ALONG [110]: speed, energy, energy/k_B")
for name, v, e in zip(("slow transverse", "fast transverse", "longitudinal"),
                      speeds, energies):
    print(f"{name}: {v:.0f} m/s, {e:.6f} eV, {e/kB:.1f} K")
print(f"Debye temperature from elastic constants = {theta_debye:.1f} K")
print(f"isotropic Debye energy/k_B at q_min = {onset_debye:.1f} K")
print("THERMAL WEIGHT W: slow, fast, longitudinal, isotropic Debye")
for temperature in (2, 4, 20, 300):
    x_values = np.append(energies / kB, onset_debye) / temperature
    print(f"T = {temperature} K: "
          + ", ".join(f"{weight(x):.3g}" for x in x_values))
print("TILTED q, LOWEST BRANCH (coupling = |e.K|/|K|)")
for excess, angle, coupling, onset in tilt_rows:
    print(f"q {excess:.0f} % above q_min: max tilt {angle:.1f} deg,")
    print(f"  coupling {coupling:.3f}, energy/k_B {onset:.1f} K")
print("NEGLECTED EFFECTS")
print(f"Fermi bulge {100*bulge:.1f} % lowers q_min by {100*bulge_shift:.2f} %")
print(f"amplification 2k_F/q_min = {2*kf/qmin:.2f}")
print(f"sine dispersion lowers phonon energy by {100*bend:.1f} %")
print(f"phonon energy in balance lowers q_min by {100*inelastic_shift:.2f} %")
for temperature in (20, 300):
    print(f"electrons k_B T above E_F at {temperature} K: "
          f"q_min lower by {100*thermal_shift(temperature):.2f} %")
print("checks complete")
```

Output:

```
GEOMETRY, units of 1/a
k_F = 3.8978, 2 k_F = 7.7956, q_D = 4.9109
|G_110| = 8.8858, half = 4.4429
next |G| = 12.5664, its bound = 4.7708
q_min formula = 1.0902, numerical search = 1.0902
|G_110|/q_D = 1.8094, 2k_F/q_D = 1.5874
q_min/q_D = 0.2220
counted electrons per atom in Fermi sphere = 1.0027
counted q per atom in Debye sphere = 0.9978
random transitions = 40000, umklapp = 24097
smallest random umklapp q = 1.1354
POTASSIUM, rough inputs
a = 5.2 angstrom, atomic mass = 39.1 u
C11, C12, C44 = 4.2, 3.4, 2.9 GPa
density from a and mass = 924 kg/m^3
k_F = 0.7496, q_D = 0.9444 1/angstrom
|G_110| = 1.7088 1/angstrom
q_min = 0.2097 1/angstrom = 2.097 1/nm
phonon wavelength at q_min = 30.0 angstrom
Fermi energy = 2.141 eV
PHONONS AT q_min ALONG [110]: speed, energy, energy/k_B
slow transverse: 658 m/s, 0.000908 eV, 10.5 K
fast transverse: 1772 m/s, 0.002445 eV, 28.4 K
longitudinal: 2693 m/s, 0.003717 eV, 43.1 K
Debye temperature from elastic constants = 91.9 K
isotropic Debye energy/k_B at q_min = 20.4 K
THERMAL WEIGHT W: slow, fast, longitudinal, isotropic Debye
T = 2 K: 0.144, 0.000139, 2e-07, 0.00387
T = 4 K: 0.578, 0.0418, 0.00241, 0.161
T = 20 K: 0.977, 0.848, 0.688, 0.918
T = 300 K: 1, 0.999, 0.998, 1
TILTED q, LOWEST BRANCH (coupling = |e.K|/|K|)
q 1 % above q_min: max tilt 7.6 deg,
  coupling 0.046, energy/k_B 12.0 K
q 5 % above q_min: max tilt 16.6 deg,
  coupling 0.109, energy/k_B 16.5 K
NEGLECTED EFFECTS
Fermi bulge 0.2 % lowers q_min by 1.43 %
amplification 2k_F/q_min = 7.15
sine dispersion lowers phonon energy by 2.5 %
phonon energy in balance lowers q_min by 0.31 %
electrons k_B T above E_F at 20 K: q_min lower by 0.29 %
electrons k_B T above E_F at 300 K: q_min lower by 4.30 %
checks complete
```
